# Gate-input resistance of a zero-bias MOS channel in N lumped sections: test program

```python
"""
Gate-input series resistance of a MOS channel at zero drain-source bias.

Result under test: with source and drain at ac ground, a uniform channel of
total resistance R and total gate capacitance C has Re(Z_in) -> R/12 at low
frequency. N equal pi sections (R/N in the middle, C/(2N) at each end) give
(R/12)*(1 - 1/N**2), so the fraction missing is 1/N**2.

Symbols: omega = angular frequency, x = omega*R*C, u = position/length,
phi = channel potential for a gate signal of 1 V, time factor exp(+j omega t).
"""
import numpy as np
import sympy as sp
from numpy.polynomial import Chebyshev
from scipy import constants as const


def pi_ladder(r_total, c_total, n):
    """Branch resistances and node capacitances of n pi sections."""
    caps = np.full(n + 1, c_total / n)
    caps[[0, -1]] *= 0.5
    return np.full(n, r_total / n), caps


def t_ladder(r_total, c_total, n):
    """The same for n T sections, with each capacitor in mid-section."""
    branches = np.full(n + 1, r_total / n)
    branches[[0, -1]] *= 0.5
    caps = np.full(n + 2, c_total / n)
    caps[[0, -1]] = 0.0
    return branches, caps


def solve_circuit(omega, branches, gate_caps, body_caps=None,
                  contact=0.0, drain_open=False):
    """Nodal analysis: returns gate impedance and channel node potentials."""
    m = len(gate_caps)
    if body_caps is None:
        body_caps = np.zeros(m)
    matrix = np.diag(1j * omega * (gate_caps + body_caps))
    for k, resistance in enumerate(branches):
        g = 1.0 / resistance
        matrix[k, k] += g
        matrix[k + 1, k + 1] += g
        matrix[k, k + 1] -= g
        matrix[k + 1, k] -= g
    free = np.ones(m, dtype=bool)
    if contact > 0:
        matrix[0, 0] += 1.0 / contact
        matrix[-1, -1] += 1.0 / contact
    else:
        free[0] = False
        free[-1] = drain_open
    phi = np.zeros(m, dtype=complex)
    if free.any():
        phi[free] = np.linalg.solve(matrix[np.ix_(free, free)],
                                    1j * omega * gate_caps[free])
    current = np.sum(1j * omega * gate_caps * (1.0 - phi))
    return 1.0 / current, phi


def distributed_formula(omega, r_total, c_total):
    half_q = np.sqrt(1j * omega * r_total * c_total) / 2
    return half_q / np.tanh(half_q) / (1j * omega * c_total)


def ladder_formula(omega, r_total, c_total, n):
    q = np.sqrt(1j * omega * r_total * c_total)
    half_theta = np.arcsinh(q / (2 * n))
    return (n * np.tanh(half_theta) / np.tanh(n * half_theta)
            / (1j * omega * c_total))


def line_slope(x, degree=30):
    """Slope d(phi)/du of phi'' = j x (phi - 1), phi(0) = phi(1) = 0.

    The linear equation is solved directly by Chebyshev collocation.
    """
    points = (1 - np.cos(np.pi * np.arange(1, degree) / degree)) / 2
    matrix = np.zeros((degree + 1, degree + 1), dtype=complex)
    for k in range(degree + 1):
        basis = Chebyshev.basis(k, domain=[0, 1])
        matrix[:-2, k] = basis.deriv(2)(points) - 1j * x * basis(points)
        matrix[-2, k] = basis(0.0)
        matrix[-1, k] = basis(1.0)
    right_side = np.full(degree + 1, -1j * x)
    right_side[-2:] = 0.0
    coefficients = np.linalg.solve(matrix, right_side)
    return Chebyshev(coefficients, domain=[0, 1]).deriv()


# ---- Tests in scaled units R = C = 1, where omega equals x ----
slow = 1e-3
for n in (1, 2, 3, 5, 10, 25):
    z_pi = solve_circuit(slow, *pi_ladder(1.0, 1.0, n))[0]
    assert abs(z_pi.real - (1 - 1 / n**2) / 12) < 1e-7
    z_t = solve_circuit(slow, *t_ladder(1.0, 1.0, n))[0]
    assert abs(z_t.real - (1 + 2 / n**2) / 12) < 1e-7
    z_open = solve_circuit(slow, *pi_ladder(1.0, 1.0, n),
                           drain_open=True)[0]
    assert abs(z_open.real - (1 - 1 / (4 * n**2)) / 3) < 1e-6

# Exact rational check from symbolic circuit equations.
s = sp.symbols("s")
for n in range(2, 6):
    size = n - 1
    system = sp.zeros(size, size)
    for k in range(size):
        system[k, k] = 2 * n + s / n
        if k + 1 < size:
            system[k, k + 1] = -n
            system[k + 1, k] = -n
    potentials = system.LUsolve(sp.ones(size, 1) * s / n)
    admittance_over_s = sp.cancel(1 - sum(potentials) / n)
    slope = sp.diff(1 / admittance_over_s, s).subs(s, 0)
    assert sp.simplify(slope - (1 - sp.Rational(1, n**2)) / 12) == 0

# Differential equation against the distributed closed form.
for x in (0.2, 2.0, 20.0):
    phi_slope = line_slope(x)
    current = phi_slope(0.0) - phi_slope(1.0)
    assert abs(1 / current / distributed_formula(x, 1.0, 1.0) - 1) < 1e-8

# Nodal solution against the ladder closed form, also at high frequency.
for x in (0.2, 2.0, 20.0):
    for n in (1, 2, 5, 12):
        z_nodal = solve_circuit(x, *pi_ladder(1.0, 1.0, n))[0]
        assert abs(z_nodal / ladder_formula(x, 1.0, 1.0, n) - 1) < 1e-9

# First frequency correction of the distributed resistance.
x = 0.5
drop = 1 - 12 * distributed_formula(x, 1.0, 1.0).real
assert abs(drop * 2520 / x**2 - 1) < 0.01

# Linear current profile, section averages and the dissipation they lose.
x, n = 0.01, 5
phi_slope = line_slope(x)
total = phi_slope(0.0) - phi_slope(1.0)
u = (np.arange(5000) + 0.5) / 5000
profile = -phi_slope(u) / total
assert np.max(np.abs(profile - (u - 0.5))) < 1e-3
section_mean = profile.reshape(n, -1).mean(axis=1)
z_small, phi_nodes = solve_circuit(x, *pi_ladder(1.0, 1.0, n))
branch_current = -np.diff(phi_nodes) * n * z_small
assert np.max(np.abs(branch_current - section_mean)) < 1e-3
lost = np.mean(np.abs(profile)**2) - np.mean(np.abs(section_mean)**2)
assert abs(lost * 12 * n**2 - 1) < 2e-3

# Contacts, overlap and body capacitance together at low frequency.
for n in (2, 5, 10):
    branches, caps = pi_ladder(1.0, 1.0, n)
    body = 0.5 * caps
    caps_with_overlap = caps.copy()
    caps_with_overlap[[0, -1]] += 0.15
    z_full = solve_circuit(slow, branches, caps_with_overlap,
                           body_caps=body, contact=0.07)[0]
    expected = 0.07 / 2 + (1 / 1.3)**2 * (1 - 1 / n**2) / 12
    assert abs(z_full.real / expected - 1) < 1e-5

# ---- Worked example: rough typical values, SI units inside ----
length, width, t_ox = 20e-6, 100e-6, 50e-9
mobility, overdrive, temperature = 600e-4, 2.0, 300.0
frequency, fast_frequency = 10e6, 1e9
eps_ox, eps_si = 3.9 * const.epsilon_0, 11.7 * const.epsilon_0
q_e = const.e
thermal_v = const.k * temperature / q_e

c_area = eps_ox / t_ox
sheet_r = 1 / (mobility * c_area * overdrive)
R = sheet_r * length / width
C = c_area * length * width
omega = 2 * np.pi * frequency
omega_fast = 2 * np.pi * fast_frequency


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Channel length", length * 1e6, "um")
show("Channel width", width * 1e6, "um")
show("Oxide thickness", t_ox * 1e9, "nm")
show("Mobility", mobility * 1e4, "cm2/Vs")
show("Gate overdrive", overdrive, "V")
show("Temperature", temperature, "K")
show("Oxide capacitance per area", c_area * 1e5, "nF/cm2")
show("Channel sheet resistance", sheet_r / 1e3, "kohm/square")
show("Channel resistance R", R, "ohm")
show("Gate-channel capacitance C", C * 1e12, "pF")
show("Time constant RC", R * C * 1e9, "ns")
show("Distributed low-frequency value R/12", R / 12, "ohm")
show("Signal frequency", frequency / 1e6, "MHz")
show("omega*R*C at this frequency", omega * R * C)
r_dist = distributed_formula(omega, R, C).real
show("Distributed Re Z at 10 MHz", r_dist, "ohm", 5)
for n in (1, 2, 3, 5, 10):
    r_n = solve_circuit(omega, *pi_ladder(R, C, n))[0].real
    missing = 1 - r_n / r_dist
    assert abs(missing - 1 / n**2) < 5e-4
    print(f"N={n}: Re Z = {abs(r_n):.2f} ohm, missing = {missing:.5f}")
show("omega*R*C at 1 GHz", omega_fast * R * C)
r_fast = distributed_formula(omega_fast, R, C).real
r_fast_5 = solve_circuit(omega_fast, *pi_ladder(R, C, 5))[0].real
show("Distributed Re Z at 1 GHz", r_fast, "ohm")
show("N=5 Re Z at 1 GHz", r_fast_5, "ohm")
show("N=5 missing fraction at 1 GHz", 1 - r_fast_5 / r_fast)

# ---- Size of neglected effects, with rough device inputs ----
overlap_length = 1e-6
contact = 1000e-6 / width
overlap_side = c_area * width * overlap_length
gate_resistivity, gate_thickness = 3e-8, 0.5e-6
gate_r = gate_resistivity * width / (length * gate_thickness) / 3
doping, intrinsic = 1e22, 1e16
surface_v = 2 * thermal_v * np.log(doping / intrinsic)
q_dep = np.sqrt(2 * eps_si * q_e * doping * surface_v)
c_body_area = eps_si / np.sqrt(2 * eps_si * surface_v / (q_e * doping))


def parasitic_resistance(n):
    branches, caps = pi_ladder(R, C, n)
    body = caps * c_body_area / c_area
    caps = caps.copy()
    caps[[0, -1]] += overlap_side
    return solve_circuit(omega, branches, caps, body_caps=body,
                         contact=contact)[0].real + gate_r


show("Overlap length per side", overlap_length * 1e6, "um")
show("Overlap capacitance per side", overlap_side * 1e12, "pF")
show("Contact resistance per side", contact, "ohm")
show("Aluminium gate resistivity", gate_resistivity * 1e8, "uohm cm")
show("Aluminium gate thickness", gate_thickness * 1e6, "um")
show("Gate electrode contribution", gate_r, "ohm", 2)
r_parasitic = parasitic_resistance(400)
show("Re Z with parasitics, N=400", r_parasitic, "ohm")
show("N=5 missing fraction with parasitics",
     1 - parasitic_resistance(5) / r_parasitic)
show("Acceptor doping", doping / 1e6, "cm^-3", 2)
show("Body/oxide capacitance ratio", c_body_area / c_area, "", 2)
branches, caps = pi_ladder(R, C, 400)
r_plain = solve_circuit(omega, branches, caps)[0].real
r_body = solve_circuit(omega, branches, caps,
                       body_caps=caps * c_body_area / c_area)[0].real
show("Relative Re Z change from body", r_body / r_plain - 1, "", 2)

# Finite inversion-layer capacitance in the classical charge-sheet picture.
q_inv = c_area * overdrive
c_inv = (q_inv * (q_inv + 2 * q_dep)
         / (2 * thermal_v * (q_inv + q_dep)))


def inversion_charge(shift):
    mobile = ((q_inv + q_dep)**2 - q_dep**2) * np.exp(shift / thermal_v)
    return np.sqrt(q_dep**2 + mobile) - q_dep


step = 1e-5
slope = (inversion_charge(step) - inversion_charge(-step)) / (2 * step)
assert abs(slope / c_inv - 1) < 1e-5
show("C reduction by inversion layer",
     100 * c_area / (c_area + c_inv), "%", 2)

oxide_v = overdrive + q_dep / c_area
field = oxide_v / t_ox
rough_breakdown = 1e9
barrier, oxide_mass = 3.1, 0.5 * const.m_e
depth = np.linspace(0, t_ox, 20001)
barrier_profile = np.maximum(barrier - field * depth, 0)
kappa = np.sqrt(2 * oxide_mass * q_e * barrier_profile) / const.hbar
wkb = 2 * np.sum((kappa[1:] + kappa[:-1]) / 2) * (depth[1] - depth[0])
wkb_formula = (4 * np.sqrt(2 * oxide_mass * q_e) / (3 * const.hbar * field)
               * (barrier**1.5 - max(barrier - oxide_v, 0)**1.5))
assert abs(wkb / wkb_formula - 1) < 1e-4
show("Oxide field", field / 1e8, "MV/cm", 3)
show("Field / rough breakdown field", field / rough_breakdown, "", 2)
show("Tunnelling exponent (WKB)", wkb, "", 3)

transverse_mass = 0.19 * const.m_e
density = q_inv / q_e
thermal_density = (2 * transverse_mass * const.k * temperature
                   / (np.pi * const.hbar**2))
show("Channel electron density", density / 1e4, "cm^-2", 3)
show("Density / thermal subband density", density / thermal_density, "", 2)
relaxation = mobility * transverse_mass / q_e
show("Carrier inertia, omega*tau", omega * relaxation, "", 2)
warm = 350.0
show("Warmer temperature of use", warm, "K")
show("R factor there, mobility ~ T^-1.5", (warm / temperature)**1.5, "", 3)

print("all good")
```

Output:

```
Channel length: 20 um
Channel width: 100 um
Oxide thickness: 50 nm
Mobility: 600 cm2/Vs
Gate overdrive: 2 V
Temperature: 300 K
Oxide capacitance per area: 69.06 nF/cm2
Channel sheet resistance: 12.07 kohm/square
Channel resistance R: 2413 ohm
Gate-channel capacitance C: 1.381 pF
Time constant RC: 3.333 ns
Distributed low-frequency value R/12: 201.1 ohm
Signal frequency: 10 MHz
omega*R*C at this frequency: 0.2094
Distributed Re Z at 10 MHz: 201.1 ohm
N=1: Re Z = 0.00 ohm, missing = 1.00000
N=2: Re Z = 150.80 ohm, missing = 0.25012
N=3: Re Z = 178.75 ohm, missing = 0.11115
N=5: Re Z = 193.06 ohm, missing = 0.04001
N=10: Re Z = 199.09 ohm, missing = 0.01000
omega*R*C at 1 GHz: 20.94
Distributed Re Z at 1 GHz: 173.7 ohm
N=5 Re Z at 1 GHz: 152.8 ohm
N=5 missing fraction at 1 GHz: 0.1201
Overlap length per side: 1 um
Overlap capacitance per side: 0.06906 pF
Contact resistance per side: 10 ohm
Aluminium gate resistivity: 3 uohm cm
Aluminium gate thickness: 0.5 um
Gate electrode contribution: 0.1 ohm
Re Z with parasitics, N=400: 171.3 ohm
N=5 missing fraction with parasitics: 0.03886
Acceptor doping: 1e+16 cm^-3
Body/oxide capacitance ratio: 0.49
Relative Re Z change from body: -0.00019
C reduction by inversion layer: 2 %
Oxide field: 0.541 MV/cm
Field / rough breakdown field: 0.054
Tunnelling exponent (WKB): 465
Channel electron density: 8.62e+11 cm^-2
Density / thermal subband density: 0.21
Carrier inertia, omega*tau: 4.1e-06
Warmer temperature of use: 350 K
R factor there, mobility ~ T^-1.5: 1.26
all good
```
